# The L3/L2 branching ratio of a 5d5 ion: verification in Python

```python
"""Branching ratio B = I(L3)/I(L2) of a 5d5 ion in an octahedral field.

Result under test, for independent electrons:
    B = (2 + r)/(1 - r),  r = X/5,  X = 1 + 4 g,
    g = -1/4 + (D + 25 z/2)/(4 R),  R = sqrt((D + z/2)^2 + 6 z^2).
D: splitting 10Dq; z: spin-orbit constant; X: sum of l.s over the five
holes (units hbar^2); g: l.s of one orbital of the upper Gamma8 quartet.
B = 2.75 for a pure jeff=1/2 hole with unmixed eg holes; B is larger
at finite D. The intensities are computed from 2p -> 5d dipole matrix
elements, obtained by angular quadrature, and numerical 5d orbitals.
"""
import math
import numpy as np
from scipy.special import lpmv


def angular_momentum(l):
    """Matrices lx, ly, lz in the basis m = l, l-1, ..., -l."""
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(m).astype(complex)]


def spin_orbit(l):
    """l.s in the product basis (orbital m) x (spin up, down)."""
    spin = [np.array([[0, 1], [1, 0]]) / 2,
            np.array([[0, -1j], [1j, 0]]) / 2,
            np.array([[1, 0], [0, -1]]) / 2]
    return sum(np.kron(a, b) for a, b in zip(angular_momentum(l), spin))


def harmonic(l, m, cos_theta, phi):
    k = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - k) / math.factorial(l + k))
    y = norm * lpmv(k, l, cos_theta) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1) ** k * np.conj(y)


def projector(vectors):
    return vectors @ vectors.conj().T


def expect(operator, density):
    return float(np.trace(operator @ density).real)


# Dipole matrices <d m| unit vector component |p m'> by quadrature.
nodes, node_weights = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(16) / 16
C, PHI = np.meshgrid(nodes, angles, indexing="ij")
weights = node_weights[:, None] * np.full_like(C, 2 * np.pi / 16)
sin_theta = np.sqrt(1 - C**2)
directions = [sin_theta * np.cos(PHI), sin_theta * np.sin(PHI), C]
d_functions = [harmonic(2, m, C, PHI) for m in range(2, -3, -1)]
p_functions = [harmonic(1, m, C, PHI) for m in range(1, -2, -1)]
dipoles = []
for component in directions:
    orbital = np.array([[np.sum(weights * np.conj(d) * component * p)
                         for p in p_functions] for d in d_functions])
    dipoles.append(np.kron(orbital, np.eye(2)))

# Core levels: l.s = -1 for 2p1/2 (two states), +1/2 for 2p3/2 (four).
core_values, core_vectors = np.linalg.eigh(spin_orbit(1))
assert np.allclose(core_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
W2 = sum(t @ projector(core_vectors[:, :2]) @ t.conj().T for t in dipoles)
W3 = sum(t @ projector(core_vectors[:, 2:]) @ t.conj().T for t in dipoles)

# Strength of each d spin-orbital, split between the edges.
LS = spin_orbit(2)
free_values, free_vectors = np.linalg.eigh(LS)
assert np.allclose(free_values, [-1.5] * 4 + [1.0] * 6)
P32 = projector(free_vectors[:, :4])
P52 = projector(free_vectors[:, 4:])
strength = expect(W2 + W3, np.eye(10)) / 10
assert np.allclose(W2 + W3, strength * np.eye(10), atol=1e-12)
assert np.allclose(W2 / strength, 5 / 6 * P32, atol=1e-12)
assert np.allclose(W3 / strength, P52 + P32 / 6, atol=1e-12)
fraction_L2 = expect(W2, P32) / (4 * strength)
fraction_L3 = expect(W3, P32) / (4 * strength)


def dipole_ratio(hole_density):
    return expect(W3, hole_density) / expect(W2, hole_density)


def sum_rule(X, n=5):
    return (2 + X / n) / (1 - X / n)


# Sum rule for arbitrary hole density matrices (occupations 0 to 1).
rng = np.random.default_rng(7)
for trial in range(20):
    raw = rng.normal(size=(10, 10)) + 1j * rng.normal(size=(10, 10))
    unitary = np.linalg.qr(raw)[0]
    density = unitary @ np.diag(rng.random(10)) @ unitary.conj().T
    n_holes = expect(np.eye(10), density)
    assert abs(dipole_ratio(density)
               - sum_rule(expect(LS, density), n_holes)) < 1e-10

# Cubic orbitals: eg = {z2, x2-y2}; the other three are t2g.
eg_orbitals = np.zeros((5, 2))
eg_orbitals[2, 0] = 1
eg_orbitals[[0, 4], 1] = 1 / math.sqrt(2)
P_eg = np.kron(projector(eg_orbitals), np.eye(2))
P_t2g = np.eye(10) - P_eg
assert np.allclose(P_eg @ LS @ P_eg, 0)
t2g_basis = np.linalg.eigh(P_eg)[1][:, :6]
jeff_values, jeff_coeff = np.linalg.eigh(
    t2g_basis.conj().T @ LS @ t2g_basis)
assert np.allclose(jeff_values, [-0.5] * 4 + [1.0] * 2)
jeff_vectors = t2g_basis @ jeff_coeff
jeff32, jeff12 = jeff_vectors[:, :4], jeff_vectors[:, 4:]
assert np.allclose(P_eg @ LS @ jeff12, 0, atol=1e-12)
coupling_squared = expect(LS @ P_eg @ LS, projector(jeff32)) / 4
assert abs(coupling_squared - 1.5) < 1e-12

# Pure states, with all four eg spin-orbitals empty and unmixed.
B_pure = dipole_ratio(P_eg + projector(jeff12[:, :1]))
B_three_half = dipole_ratio(P_eg + projector(jeff32) / 4)
B_average = dipole_ratio(P_eg + P_t2g / 6)
assert abs(B_pure - 2.75) < 1e-10
assert abs(B_three_half - 1.9 / 1.1) < 1e-10
assert abs(B_average - 2) < 1e-10


def ground_state(D, z, so_operator=LS):
    """Levels, orbitals and hole density with five lowest filled."""
    energies, orbitals = np.linalg.eigh(D * P_eg + z * so_operator)
    return energies, orbitals, projector(orbitals[:, 5:])


def g_formula(D, z):
    R = math.sqrt((D + z / 2)**2 + 6 * z**2)
    return -0.25 + (D + 12.5 * z) / (4 * R)


# Closed form against diagonalization, and steady growth above 2.75.
previous = B_pure
for x in [0.001, 0.01, 0.05, 0.1, 0.2, 0.5, 1.0, 3.0]:
    energies, orbitals, holes = ground_state(1.0, x)
    R = math.sqrt((1 + x / 2)**2 + 6 * x**2)
    expected = ([(1 - x / 2 - R) / 2] * 4 + [x] * 2
                + [(1 - x / 2 + R) / 2] * 4)
    assert np.allclose(energies, expected, atol=1e-11)
    assert expect(P_eg, projector(orbitals[:, 4:6])) < 1e-12
    B_now = dipole_ratio(holes)
    assert abs(B_now / sum_rule(1 + 4 * g_formula(1.0, x)) - 1) < 1e-8
    assert B_now > previous
    previous = B_now

# Limits: weak mixing, and vanishing cubic field.
x_small = 1e-4
slope = (expect(LS, ground_state(1.0, x_small)[2]) - 1) / x_small
assert abs(slope - 12) < 2e-3  # next term of the series is about 9e-4
weak_field = ground_state(1e-3, 1.0)[2]
assert expect(W2, weak_field) / expect(W3, weak_field) < 1e-5

# Worked example with round model parameters.
D, z = 3.0, 0.4
energies, orbitals, holes = ground_state(D, z)
upper = projector(orbitals[:, 6:])
g_value = expect(LS, upper) / 4
t2g_weight = expect(P_t2g, upper) / 4
X = expect(LS, holes)
B = dipole_ratio(holes)
assert abs(g_value - g_formula(D, z)) < 1e-10
assert abs(B - sum_rule(1 + 4 * g_formula(D, z))) < 1e-9

# Cause of the increase: delete only the t2g-eg spin-orbit coupling.
LS_unmixed = P_t2g @ LS @ P_t2g + P_eg @ LS @ P_eg
B_unmixed = dipole_ratio(ground_state(D, z, LS_unmixed)[2])
assert abs(B_unmixed - 2.75) < 1e-10
# The other member of the ground doublet has the same ratio.
partner = upper + projector(orbitals[:, 4:5])
assert abs(dipole_ratio(partner) - B) < 1e-9

print(f"L2 share of d3/2 strength: {fraction_L2:.4f} (no unit)")
print(f"L3 share of d3/2 strength: {fraction_L3:.4f} (no unit)")
print(f"Squared jeff=3/2 to eg coupling of l.s: "
      f"{coupling_squared:.4f} hbar^4")
print(f"B, pure jeff=1/2 hole: {B_pure:.4f} (no unit)")
print(f"B, pure jeff=3/2 hole: {B_three_half:.4f} (no unit)")
print(f"B, hole averaged over t2g: {B_average:.4f} (no unit)")
print(f"Weak-mixing slope of X against zeta/10Dq: {slope:.3f} hbar^2")
print(f"Example 10Dq: {D:.2f} eV")
print(f"Example zeta: {z:.2f} eV")
print(f"zeta/10Dq: {z / D:.4f} (no unit)")
print(f"R: {math.sqrt((D + z / 2)**2 + 6 * z**2):.4f} eV")
print(f"Lower Gamma8 level: {energies[0]:.4f} eV")
print(f"Gamma7 (jeff=1/2) level: {energies[4]:.4f} eV")
print(f"Upper Gamma8 level: {energies[9]:.4f} eV")
print(f"t2g weight in upper Gamma8: {100 * t2g_weight:.2f} percent")
print(f"g, l.s per upper Gamma8 hole: {g_value:.4f} hbar^2")
print(f"4g, from four upper holes: {4 * g_value:.4f} hbar^2")
print(f"X, all five holes: {X:.4f} hbar^2")
print(f"r = X/5: {X / 5:.4f} (X in hbar^2)")
print(f"I(L3)/(total strength per orbital): "
      f"{expect(W3, holes) / strength:.4f} (no unit)")
print(f"I(L2)/(total strength per orbital): "
      f"{expect(W2, holes) / strength:.4f} (no unit)")
print(f"B, example: {B:.4f} (no unit)")
print(f"B, example without t2g-eg coupling: {B_unmixed:.4f} (no unit)")
X_linear = 1 + 12 * z / D
print(f"X, weak-mixing estimate: {X_linear:.4f} hbar^2")
print(f"B, weak-mixing estimate: {sum_rule(X_linear):.4f} (no unit)")
for x in [0.01, 0.05, 0.10, 0.15, 0.20]:
    B_table = dipole_ratio(ground_state(1.0, x)[2])
    print(f"B at zeta/10Dq = {x:.2f}: {B_table:.4f} (no unit)")
print("PASS")
```

Output:

```
L2 share of d3/2 strength: 0.8333 (no unit)
L3 share of d3/2 strength: 0.1667 (no unit)
Squared jeff=3/2 to eg coupling of l.s: 1.5000 hbar^4
B, pure jeff=1/2 hole: 2.7500 (no unit)
B, pure jeff=3/2 hole: 1.7273 (no unit)
B, hole averaged over t2g: 2.0000 (no unit)
Weak-mixing slope of X against zeta/10Dq: 11.999 hbar^2
Example 10Dq: 3.00 eV
Example zeta: 0.40 eV
zeta/10Dq: 0.1333 (no unit)
R: 3.3466 eV
Lower Gamma8 level: -0.2733 eV
Gamma7 (jeff=1/2) level: 0.4000 eV
Upper Gamma8 level: 3.0733 eV
t2g weight in upper Gamma8: 2.19 percent
g, l.s per upper Gamma8 hole: 0.3476 hbar^2
4g, from four upper holes: 1.3905 hbar^2
X, all five holes: 2.3905 hbar^2
r = X/5: 0.4781 (X in hbar^2)
I(L3)/(total strength per orbital): 4.1302 (no unit)
I(L2)/(total strength per orbital): 0.8698 (no unit)
B, example: 4.7481 (no unit)
B, example without t2g-eg coupling: 2.7500 (no unit)
X, weak-mixing estimate: 2.6000 hbar^2
B, weak-mixing estimate: 5.2500 (no unit)
B at zeta/10Dq = 0.01: 2.8651 (no unit)
B at zeta/10Dq = 0.05: 3.3785 (no unit)
B at zeta/10Dq = 0.10: 4.1490 (no unit)
B at zeta/10Dq = 0.15: 5.0746 (no unit)
B at zeta/10Dq = 0.20: 6.1653 (no unit)
PASS
```
